# Why tree diagrams add up to the classical field solution: a program that tests the result

```python
"""Tree diagrams and the classical equation in zero-dimensional models.

Result under test: for Z(J) = integral dphi exp(-(s(phi) - J phi)/hbar),
s = kappa phi^2/2 + g phi^4/24, the connected diagrams with L loops give the
hbar^L part of W = hbar ln Z, and the L = 0 part of dW/dJ is the iterative
solution of kappa phi + g phi^3/6 = J.
Symbols: kappa = quadratic coefficient, g = quartic coupling, J = source.
Action and hbar are measured in one common unit, so all are plain numbers.
Also tested: an oscillatory integral, a two-site field, and a model with one
photon variable and one Grassmann pair (a zero-dimensional QED).
"""
import math
from collections import Counter, defaultdict
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq

# ---------- Wick pairings, enumerated one by one ----------


def connected_pairings(vertices, sources):
    """Count connected pairings by number of independent closed loops."""
    owners = [v for v in range(vertices) for _ in range(4)]
    owners += list(range(vertices, vertices + sources))
    counts = Counter()

    def pair(remaining, label, loops):
        if not remaining:
            if len(set(label)) == 1:
                counts[loops] += 1
            return
        a = label[remaining[0]]
        for k in range(1, len(remaining)):
            b = label[remaining[k]]
            rest = remaining[1:k] + remaining[k + 1:]
            if a == b:          # the line joins nodes already connected
                pair(rest, label, loops + 1)
            else:
                pair(rest, tuple(a if m == b else m for m in label), loops)

    pair(tuple(owners), tuple(range(vertices + sources)), 0)
    return counts


# ---------- logarithm of the Gaussian moment series at kappa = 1 ----------
N_MAX, P_MAX = 3, 8     # highest powers of g and J


def multiply(a, b):
    out = defaultdict(Fraction)
    for (n1, p1, h1), x in a.items():
        for (n2, p2, h2), y in b.items():
            if n1 + n2 <= N_MAX and p1 + p2 <= P_MAX:
                out[n1 + n2, p1 + p2, h1 + h2] += x * y
    return out


z_minus_one = {}
for n in range(N_MAX + 1):
    for p in range(0, P_MAX + 1, 2):
        if n + p == 0:
            continue
        lines = (4 * n + p) // 2
        moment = math.factorial(2 * lines) // (2**lines * math.factorial(lines))
        norm = 24**n * math.factorial(n) * math.factorial(p)
        z_minus_one[n, p, lines - n - p] = Fraction((-1)**n * moment, norm)

w_series = defaultdict(Fraction)    # keys: power of g, of J, of hbar
power = {(0, 0, 0): Fraction(1)}
for k in range(1, N_MAX + P_MAX // 2 + 1):
    power = multiply(power, z_minus_one)
    for (n, p, h), value in power.items():
        w_series[n, p, h + 1] += Fraction((-1)**(k + 1), k) * value
w_series = {key: value for key, value in w_series.items() if value != 0}

lowest_in_z = min(h + 1 for (n, p, h) in z_minus_one)
lowest_in_w = min(h for (n, p, h) in w_series)
assert lowest_in_z < 0 and lowest_in_w == 0

pairing_table = {}
for n in range(3):
    for p in (0, 2, 4, 6):
        if n + p == 0:
            continue
        counts = connected_pairings(n, p)
        pairing_table[n, p] = counts
        norm = 24**n * math.factorial(n) * math.factorial(p)
        from_graphs = {loops: Fraction((-1)**n * c, norm)
                       for loops, c in counts.items()}
        from_log = {h: value for (a, b, h), value in w_series.items()
                    if (a, b) == (n, p)}
        assert from_graphs == from_log

print("lowest hbar power in hbar*(Z-1), to J^8:", lowest_in_z)
print("lowest hbar power in W = hbar ln Z:", lowest_in_w)
for n, p in ((1, 4), (1, 2), (2, 6), (2, 4), (2, 2)):
    for loops, c in pairing_table[n, p].items():
        print(f"vertices {n}, sources {p}: loops {loops}, connected pairings {c}")

# ---------- trees against iteration of the classical equation ----------
tree = [(2 * n + 2) * w_series[n, 2 * n + 2, 0] for n in range(N_MAX + 1)]
g_sym, j_sym = sp.symbols("g J")
iterate = j_sym
for k in range(1, N_MAX + 1):
    iterate = sp.expand(j_sym - g_sym * iterate**3 / 6)
    for n in range(N_MAX + 1):
        target = sp.Rational(tree[n].numerator, tree[n].denominator)
        difference = sp.expand(iterate.coeff(g_sym, n)
                               - target * j_sym**(2 * n + 1))
        if n <= k:
            assert difference == 0
        elif n == k + 1:
            assert difference != 0
for n in range(N_MAX + 1):
    assert tree[n] == Fraction((-1)**n * math.comb(3 * n, n),
                               (2 * n + 1) * 6**n)
print("tree coefficients of g^n J^(2n+1), kappa=1:", *[str(t) for t in tree])

kappa, g, J = 2.0, 1.2, 2.0


def action(phi):
    return kappa * phi**2 / 2 + g * phi**4 / 24


def classical(source):
    return brentq(lambda f: kappa * f + g * f**3 / 6 - source, -10, 10,
                  xtol=1e-14, rtol=1e-14)


phi_c = classical(J)
x = g * J**2 / (6 * kappa**3)
full_series = J / kappa * sum((-x)**n * math.comb(3 * n, n) / (2 * n + 1)
                              for n in range(81))
assert abs(full_series - phi_c) < 1e-10
big = 2000
growth = (math.comb(3 * big + 3, big + 1) / math.comb(3 * big, big)
          * (2 * big + 1) / (2 * big + 3))
assert abs(growth - 27 / 4) < 0.01      # finite-order correction is O(1/big)

print(f"kappa = {kappa}, g = {g}, J = {J} (dimensionless)")
print(f"x = {x:.4f}, convergence limit 4/27 = {4/27:.4f}")
partial = 0.0
for n in range(N_MAX + 1):
    term = float(tree[n]) * g**n * J**(2 * n + 1) / kappa**(3 * n + 1)
    partial += term
    print(f"trees with {n} vertices: {term:+.6f}, partial sum {partial:.6f}")
value = J / kappa
for k in range(61):
    if k < 5:
        print(f"iterate {k}: {value:.6f}")
    value = (J - g * value**3 / 6) / kappa
assert abs(value - phi_c) < 1e-12
print(f"classical root phi_c = {phi_c:.8f}")

# ---------- the integral itself, by quadrature ----------
grid = np.linspace(-6, 6, 40001)
spacing = grid[1] - grid[0]


def integrate(hbar, source):
    """Return ln Z and the mean of phi."""
    exponent = -(action(grid) - source * grid) / hbar
    top = exponent.max()
    weight = np.exp(exponent - top)
    total = weight.sum()
    return top + math.log(total * spacing), (weight * grid).sum() / total


def limit(function, hbar=0.002):
    """Limit hbar -> 0 with the linear error removed."""
    return 2 * function(hbar / 2) - function(hbar)


curvature = kappa + g * phi_c**2 / 2
phi_1 = -g * phi_c / (2 * curvature**2)
w_0 = J * phi_c - action(phi_c)
w_1 = -0.5 * math.log(curvature / kappa)


def mean_slope(hbar):
    return (integrate(hbar, J)[1] - phi_c) / hbar


def w_slope(hbar):
    log_free = 0.5 * math.log(2 * math.pi * hbar / kappa)
    return (hbar * (integrate(hbar, J)[0] - log_free) - w_0) / hbar


assert abs(limit(mean_slope) - phi_1) < 1e-5
assert abs(limit(w_slope) - w_1) < 1e-5
step = 1e-4
w_plus, w_minus = [s * classical(s) - action(classical(s))
                   for s in (J + step, J - step)]
assert abs((w_plus - w_minus) / (2 * step) - phi_c) < 1e-7
print(f"s''(phi_c) = {curvature:.6f}, W_0 = {w_0:.6f}")
print(f"one-loop W_1: formula {w_1:.6f}, integral {limit(w_slope):.6f}")
print(f"one-loop phi_1: formula {phi_1:.6f}, integral {limit(mean_slope):.6f}")
for hbar in (0.4, 0.2, 0.1, 0.05):
    mean = integrate(hbar, J)[1]
    print(f"hbar {hbar:.2f}: mean {mean:.7f}, minus phi_c {mean-phi_c:+.7f},"
          f" minus one loop {mean-phi_c-hbar*phi_1:+.2e}")
remainder = [integrate(h, J)[1] - phi_c - h * phi_1 for h in (0.01, 0.005)]
ratio = remainder[0] / remainder[1]
assert abs(ratio - 4) < 0.1
print(f"remainder ratio when hbar 0.01 is halved: {ratio:.4f}")

# exact equation for the mean, with derivatives in J from finite differences
hbar, step = 0.3, 1e-3
low, mid, high = [integrate(hbar, J + d)[1] for d in (-step, 0, step)]
first = (high - low) / (2 * step)
second = (high - 2 * mid + low) / step**2
classical_part = kappa * mid + g * mid**3 / 6 - J
quantum_part = g / 6 * (3 * hbar * mid * first + hbar**2 * second)
assert abs(classical_part + quantum_part) < 1e-6
assert abs(quantum_part) > 1e-3
print(f"exact equation, hbar 0.3: classical part {classical_part:+.6f},"
      f" hbar part {quantum_part:+.6f}")


# connected functions without source: E points scale as hbar^(E-1)
def connected_function(hbar, points):
    weight = np.exp(-action(grid) / hbar)
    m2, m4, m6 = [(weight * grid**k).sum() / weight.sum() for k in (2, 4, 6)]
    if points == 4:
        return (m4 - 3 * m2**2) / hbar**3
    return (m6 - 15 * m4 * m2 + 30 * m2**3) / hbar**5


for points, vertices in ((4, 1), (6, 2)):
    predicted = (float(tree[vertices]) * math.factorial(points - 1)
                 * g**vertices / kappa**(3 * vertices + 1))
    found = limit(lambda h: connected_function(h, points))
    assert abs(found / predicted - 1) < 1e-3
    print(f"{points}-point function / hbar^{points-1}: integral {found:.6f},"
          f" trees {predicted:.6f}")


# ---------- oscillatory integral exp(-i(s - J phi)/hbar) ----------
def oscillatory_slope(hbar):
    t = np.linspace(-15, 15, 20001) * math.sqrt(hbar)
    phi = phi_c + t * np.exp(-1j * math.pi / 8)     # convergent contour
    change = action(phi) - J * phi - (action(phi_c) - J * phi_c)
    weight = np.exp(-1j * change / hbar)
    return ((weight * phi).sum() / weight.sum() - phi_c) / hbar


oscillatory = limit(oscillatory_slope)
assert abs(oscillatory - (-1j) * phi_1) < 1e-5
print(f"oscillatory slope: real {abs(oscillatory.real):.6f},"
      f" imaginary {oscillatory.imag:+.6f}")

# ---------- field on two sites ----------
K = np.array([[2.0, -0.8], [-0.8, 1.5]])
J2 = np.array([1.0, 0.5])
G = np.linalg.inv(K)
field = G @ J2
for _ in range(200):
    field = G @ (J2 - g * field**3 / 6)
dressed = np.linalg.inv(K + np.diag(g * field**2 / 2))
field_1 = -0.5 * dressed @ (g * field * np.diag(dressed))


def two_site_slope(hbar):
    t = np.linspace(-10, 10, 401) * math.sqrt(hbar)
    a, b = np.meshgrid(field[0] + t, field[1] + t, indexing="ij")
    total = (K[0, 0] * a**2 / 2 + K[0, 1] * a * b + K[1, 1] * b**2 / 2
             + g * (a**4 + b**4) / 24 - J2[0] * a - J2[1] * b)
    weight = np.exp(-(total - total.min()) / hbar)
    means = np.array([(weight * a).sum(), (weight * b).sum()]) / weight.sum()
    return (means - field) / hbar


two_site = limit(two_site_slope)
assert np.max(np.abs(two_site - field_1)) < 1e-5
print(f"two sites, K = {K.tolist()}, J = {J2.tolist()}, g = {g}")
print(f"two-site classical field: {field[0]:.6f}, {field[1]:.6f}")
print(f"two-site one-loop slopes: {two_site[0]:.6f}, {two_site[1]:.6f}")


# ---------- one photon variable A and one Grassmann pair ----------
# Monomials are bit masks in the order psibar, psi, etabar, eta.
PSIBAR, PSI, ETABAR, ETA = 1, 2, 4, 8


def grassmann_product(a, b):
    out = {}
    for s, u in a.items():
        for t, v in b.items():
            if s & t:
                continue
            swaps = sum(bin(s >> (k + 1)).count("1")
                        for k in range(4) if t >> k & 1)
            out[s | t] = out.get(s | t, 0) + (-1)**swaps * u * v
    return out


M, q, kappa_a, J_a = 1.0, 0.5, 2.0, 0.8


def qed_parts(hbar, source):
    """Part of W without fermion sources, and coefficient of etabar eta."""
    A = np.linspace(-15, 15, 20001)
    exponent = grassmann_product({PSIBAR: 1.0}, {PSI: -(M + q * A) / hbar})
    exponent.update(grassmann_product({ETABAR: 1.0}, {PSI: 1 / hbar}))
    exponent.update(grassmann_product({PSIBAR: 1.0}, {ETA: 1 / hbar}))
    term, total = {0: 1.0}, {0: 1.0}
    for order in range(1, 5):
        term = {s: v / order
                for s, v in grassmann_product(term, exponent).items()}
        for s, v in term.items():
            total[s] = total.get(s, 0) + v
    weight = np.exp(-(kappa_a * A**2 / 2 - source * A) / hbar) * (A[1] - A[0])
    # Berezin rule: the integral of psi psibar is one
    z_0 = -(weight * total[PSIBAR | PSI]).sum()
    z_1 = -(weight * total[PSIBAR | PSI | ETABAR | ETA]).sum()
    free = M / hbar * math.sqrt(2 * math.pi * hbar / kappa_a)
    return hbar * math.log(z_0 / free), hbar * z_1 / z_0


electron_line = 1 / M
for _ in range(60):     # classical equation M psi = eta - q A psi
    electron_line = (1 - q * J_a / kappa_a * electron_line) / M
print(f"QED model: M = {M}, q = {q}, kappa_A = {kappa_a}, J = {J_a}")
print(f"iterated classical electron line: {electron_line:.8f}")
for hbar in (0.5, 0.1):
    no_source, line = qed_parts(hbar, J_a)
    loop = no_source - J_a**2 / (2 * kappa_a)
    assert abs(line - electron_line) < 1e-9
    assert abs(line - 1 / (M + q * J_a / kappa_a)) < 1e-9
    assert abs(loop - hbar * math.log(1 + q * J_a / (kappa_a * M))) < 1e-9
    print(f"hbar {hbar}: electron line {line:.8f}, loop part/hbar"
          f" {loop/hbar:.8f}")
step = 1e-4
back_reaction = (qed_parts(0.5, J_a + step)[1]
                 - qed_parts(0.5, J_a - step)[1]) / (2 * step)
# classical equation kappa_A A = J - q psibar psi
assert abs(back_reaction + q * electron_line**2 / kappa_a) < 1e-6
print(f"etabar eta part of photon variable: {back_reaction:.6f}")

# ---------- loop-counting parameter of QED in SI units ----------
q_wave = constants.e / constants.hbar
alpha = constants.hbar * q_wave**2 / (4 * math.pi * constants.epsilon_0
                                      * constants.c)
assert abs(alpha / constants.fine_structure - 1) < 1e-8
print(f"e/hbar = {q_wave:.6e} C/(J s)")
print(f"alpha = hbar (e/hbar)^2/(4 pi eps0 c) = {alpha:.8f} (dimensionless)")
print("checks complete")
```

Printed output:

```
lowest hbar power in hbar*(Z-1), to J^8: -3
lowest hbar power in W = hbar ln Z: 0
vertices 1, sources 4: loops 0, connected pairings 24
vertices 1, sources 2: loops 1, connected pairings 12
vertices 2, sources 6: loops 0, connected pairings 11520
vertices 2, sources 4: loops 1, connected pairings 4032
vertices 2, sources 2: loops 2, connected pairings 768
tree coefficients of g^n J^(2n+1), kappa=1: 1 -1/6 1/12 -1/18
kappa = 2.0, g = 1.2, J = 2.0 (dimensionless)
x = 0.1000, convergence limit 4/27 = 0.1481
trees with 0 vertices: +1.000000, partial sum 1.000000
trees with 1 vertices: -0.100000, partial sum 0.900000
trees with 2 vertices: +0.030000, partial sum 0.930000
trees with 3 vertices: -0.012000, partial sum 0.918000
iterate 0: 1.000000
iterate 1: 0.900000
iterate 2: 0.927100
iterate 3: 0.920314
iterate 4: 0.922051
classical root phi_c = 0.92169899
s''(phi_c) = 2.509717, W_0 = 0.957784
one-loop W_1: formula -0.113511, integral -0.113511
one-loop phi_1: formula -0.087799, integral -0.087799
hbar 0.40: mean 0.8887163, minus phi_c -0.0329827, minus one loop +2.14e-03
hbar 0.20: mean 0.9046837, minus phi_c -0.0170153, minus one loop +5.45e-04
hbar 0.10: mean 0.9130563, minus phi_c -0.0086427, minus one loop +1.37e-04
hbar 0.05: mean 0.9173435, minus phi_c -0.0043555, minus one loop +3.44e-05
remainder ratio when hbar 0.01 is halved: 3.9989
exact equation, hbar 0.3: classical part -0.062712, hbar part +0.062712
4-point function / hbar^3: integral -0.075000, trees -0.075000
6-point function / hbar^5: integral 0.112499, trees 0.112500
oscillatory slope: real 0.000000, imaginary +0.087799
two sites, K = [[2.0, -0.8], [-0.8, 1.5]], J = [1.0, 0.5], g = 1.2
two-site classical field: 0.733415, 0.682162
two-site one-loop slopes: -0.176543, -0.232370
QED model: M = 1.0, q = 0.5, kappa_A = 2.0, J = 0.8
iterated classical electron line: 0.83333333
hbar 0.5: electron line 0.83333333, loop part/hbar 0.18232156
hbar 0.1: electron line 0.83333333, loop part/hbar 0.18232156
etabar eta part of photon variable: -0.173611
e/hbar = 1.519267e+15 C/(J s)
alpha = hbar (e/hbar)^2/(4 pi eps0 c) = 0.00729735 (dimensionless)
checks complete
```
